# Optimal NOON-State Photon Number at 90 Percent Transmission in Both Arms

## Question

An interferometer measures a small optical phase, for instance the phase added by a step in a transparent film. The number of photons that may be sent in is limited. They can be sent one at a time or in groups of $N$ prepared in a NOON state, whose fringe oscillates $N$ times faster but is spoiled by the loss of a single photon. If each arm transmits 90 percent of the light, which $N$ yields the most phase information per input photon, how large is the gain over single photons, and how do both scale with the loss?

## What is being counted

Each shot starts from

$$|\psi\rangle=\frac{|N,0\rangle+|0,N\rangle}{\sqrt2},$$

where the entries are the photon numbers in arms $a$ and $b$. The phase $\phi$, in radians, acts in arm $a$ as $e^{i\phi\hat n_a}$, so the first component acquires $e^{iN\phi}$. Each photon then survives independently with probability $\eta_a$ or $\eta_b$. Detector inefficiency, taken as equal for both detectors, is included in these numbers. Photons spent in preparing the state are not counted.

A measurement with outcome probabilities $p_x(\phi)$ has Fisher information $F=\sum_x(\partial_\phi p_x)^2/p_x$. Its meaning follows from the unbiasedness condition $\sum_xp_x(\hat\phi_x-\phi)=0$ for an estimator $\hat\phi_x$. Differentiation gives $\sum_x(\partial_\phi p_x)(\hat\phi_x-\phi)=1$, and the Cauchy–Schwarz inequality then gives

$$1\le F\,\mathrm{Var}(\hat\phi).$$

Probabilities of independent shots multiply, so their informations add. A budget of $n$ input photons buys $n/N$ shots and the total information $nF/N$. The quantity to maximise is therefore $g(N)=F/N$.

## What loss does to the state

Model the loss in each arm by a beam splitter that sends lost photons into an unobserved environment. With equal transmissions $\eta$,

$$|N,0\rangle\to\sum_{k=0}^{N}\sqrt{\binom Nk\eta^{N-k}(1-\eta)^k}\;|N-k,0\rangle|k,0\rangle_E,$$

and the other component behaves in the same way, with environment states $|0,k\rangle_E$. For $k\ge1$ the states $|k,0\rangle_E$ and $|0,k\rangle_E$ are orthogonal: the environment records which arm held the photons. Tracing it out removes the coherence between the two components, and $\phi$ disappears with it. If all photons are lost, the output is the vacuum, which carries no phase either.

The no-loss branch, $k=0$, leaves the environment in the same state for both components and keeps the coherence. In the basis $|N,0\rangle,|0,N\rangle$, and now for unequal arms, its unnormalised density matrix is

$$\sigma=\begin{pmatrix}p_a&c\,e^{iN\phi}\\c\,e^{-iN\phi}&p_b\end{pmatrix},\qquad p_{a,b}=\tfrac12\eta_{a,b}^N,\quad c=\sqrt{p_ap_b}.$$

## The largest information any detector can extract

Define a Hermitian operator $L$ by $\partial_\phi\rho=(L\rho+\rho L)/2$. For a measurement with positive operators $E_x$ that sum to the identity,

$$\partial_\phi p_x=\mathrm{Re}\,\mathrm{Tr}\!\left(\sqrt{E_x}\,\rho L\sqrt{E_x}\right).$$

Apply the Cauchy–Schwarz inequality for traces to $\sqrt\rho\sqrt{E_x}$ and $\sqrt\rho L\sqrt{E_x}$:

$$(\partial_\phi p_x)^2\le p_x\,\mathrm{Tr}(E_xL\rho L).$$

Dividing by $p_x$ and summing over $x$ gives $F\le\mathrm{Tr}(\rho L^2)$. This upper limit is the quantum Fisher information.

Only $\sigma$ depends on $\phi$, so $L$ can be zero elsewhere. Within the block, try zero diagonal elements and an upper off-diagonal element $\ell$. The off-diagonal part of the defining equation is

$$\tfrac12(p_a+p_b)\ell=iNc\,e^{iN\phi}\quad\Rightarrow\quad \ell=\frac{2iNc\,e^{iN\phi}}{p_a+p_b}.$$

The diagonal part requires $\mathrm{Re}(\ell c\,e^{-iN\phi})=0$, which holds because this product is imaginary. Since $L^2=|\ell|^2$ times the identity in the block,

$$F=(p_a+p_b)|\ell|^2=\frac{4N^2c^2}{p_a+p_b}=\frac{2N^2\eta_a^N\eta_b^N}{\eta_a^N+\eta_b^N}.$$

For equal arms this becomes

$$F=N^2\eta^N,\qquad g(N)=N\eta^N.$$

The factor $N^2$ is the lossless information, and $\eta^N$ is the probability that all $N$ photons survive. Diagonalising the full lossy density matrix for $N=1$ to $14$ at $\eta=0.9$ tested this law and confirmed it.

## A detector that reaches the limit

Combine the arms on a 50:50 beam splitter and count photons in both outputs. Choose its phases so that $a^\dagger\to(c^\dagger+d^\dagger)/\sqrt2$ and $b^\dagger\to(c^\dagger-d^\dagger)/\sqrt2$. The amplitude for $m$ photons in $c$ and $N-m$ in $d$ is $2^{-N/2}\sqrt{\binom Nm}$ from $|N,0\rangle$, and the same times $(-1)^{N-m}$ from $|0,N\rangle$. Adding them with the relative phase $e^{iN\phi}$, and including survival, gives

$$p_m=\frac{\eta^N}{2^N}\binom Nm\left[1+(-1)^{N-m}\cos N\phi\right].$$

Another choice of beam-splitter phases shifts the fringe without changing its period.

The binomial weights of even and odd $N-m$ each sum to one half, because $\sum_m(-1)^m\binom Nm=0$ for $N\ge1$. The information in these outcomes is thus

$$\eta^NN^2\sin^2(N\phi)\,\frac12\left[\frac1{1+\cos N\phi}+\frac1{1-\cos N\phi}\right]=N^2\eta^N,$$

since the bracket equals $2/\sin^2N\phi$. Events with fewer than $N$ photons are recognised by their total count and add nothing. Away from the fringe extrema, where the expression is $0/0$, photon-number-resolving detection reaches the quantum limit.

## The optimum and the tie

For integer $N$, compare neighbours:

$$\frac{g(N+1)}{g(N)}=\eta\,\frac{N+1}{N}.$$

This ratio exceeds one when $N<\eta/(1-\eta)$, equals one when $N=\eta/(1-\eta)$, and is below one beyond. At $\eta=0.9$ the turning point is $0.9/0.1=9$. The function rises up to $N=9$, takes the same value at $N=10$, and then falls:

$$10(0.9)^{10}=10(0.9)(0.9)^9=9(0.9)^9=3.487\ \mathrm{rad^{-2}}.$$

**Nine and ten photons therefore tie.** The tenth photon raises the information of a surviving shot, per input photon, by the factor $10/9$, and lowers the survival probability by the factor $9/10$.

A single photon gives $g(1)=\eta=0.9\ \mathrm{rad^{-2}}$. The gain in information is $3.487/0.9=3.87$, and the standard error falls by $\sqrt{3.87}=1.97$. This compares equal numbers of input photons and equal transmission.

The maximum is flat. Treat $N$ as continuous:

$$\frac{d\ln g}{dN}=\frac1N+\ln\eta=0\quad\Rightarrow\quad N_*=\frac1{|\ln\eta|}=9.49,$$

and $d^2\ln g/dN^2=-1/N^2$. Near the top,

$$\frac{g(N)}{g(N_*)}\approx1-\frac12\left(\frac{N-N_*}{N_*}\right)^2.$$

Moving half a photon from $N_*$ costs about 0.14 percent. Relative to the tied value, $N=8$ is 1.2 percent lower and $N=11$ is 1.0 percent lower. The design answer is thus "about nine or ten", and the equality itself has little practical weight.

## How the result scales

At the continuous optimum $\eta^{N_*}=e^{-1}$, so

$$g(N_*)=\frac1{e|\ln\eta|}.$$

For a small loss $\epsilon=1-\eta$ per arm, $|\ln\eta|\approx\epsilon$, and

$$N_*\approx\frac1\epsilon,\qquad g(N_*)\approx\frac1{e\epsilon}.$$

The best group size is such that about one photon is lost per shot on average. Halving a small loss doubles both the optimum and the information per photon, and lowers the phase error by $\sqrt2$. At fixed loss, $g$ has a finite maximum, so the error of repeated NOON shots falls as $n^{-1/2}$ with the total photon number $n$. The scaling $1/N$ of one lossless shot does not continue; loss leaves a constant-factor gain.

The ratio test also gives the whole range over which a given $N$ is optimal:

$$\frac{N-1}{N}\le\eta\le\frac N{N+1}.$$

Nine photons are best from $\eta=0.889$ to $0.900$, and ten from $0.900$ to $0.909$. The tie is the boundary between these intervals. At $\eta=0.8$ the boundary lies between four and five photons, and at or below $\eta=0.5$ no group beats single photons. In the opposite limit, $\eta\to1$, the optimum grows without bound.

The answer also depends on which resource is scarce. If the number of shots is limited instead of the number of photons, $F=N^2\eta^N$ itself must be maximised. Its continuous optimum is $2/|\ln\eta|=19.0$. The integer ratio $\eta(N+1)^2/N^2$ passes through one at $N=\sqrt\eta/(1-\sqrt\eta)\approx18.5$, so the optimum is 19 photons. It then pays to accept more failed shots.

## What breaks the tie

**Unequal arms.** Dividing numerator and denominator of the general result by $(\eta_a\eta_b)^{N/2}$ gives

$$g(N)=\frac{N(\eta_a\eta_b)^{N/2}}{\cosh\!\left[\frac N2\ln(\eta_a/\eta_b)\right]}.$$

At a fixed product $\eta_a\eta_b$, the denominator favours smaller $N$. With transmissions 0.91 and 0.89, $g$ is 3.467 for nine photons and 3.463 for ten, in $\mathrm{rad^{-2}}$. Nine wins by about 0.1 percent. These values are quantum limits. With unequal arms the fringe visibility $2c/(p_a+p_b)$ is below one, and photon counting reaches them only at the steepest point of the fringe.

**Phase jitter.** Suppose each shot has an independent, unknown Gaussian phase error of rms $s$. Averaging $e^{iN\phi}$ multiplies $c$ by $e^{-N^2s^2/2}$. The solution for $L$ holds for any $c$, so the quantum limit $F$ is multiplied by $e^{-N^2s^2}$. Photon counting now reaches this limit only at the steepest point of the fringe, $\cos N\phi=0$. The new optimum obeys

$$\frac1N-|\ln\eta|-2Ns^2=0,$$

$$N=\frac{-|\ln\eta|+\sqrt{\ln^2\eta+8s^2}}{4s^2}.$$

For $s=50$ mrad this gives 7.1, and the best integer is seven, with $g=2.96\ \mathrm{rad^{-2}}$. Nine photons give 2.85 and ten give 2.72. Jitter acts through $N^2$, whereas loss acts through $N$, so it penalises large groups more sharply.

**A detector that reports parity alone.** Suppose output $d$ reports whether its count is even or odd and the total is unknown. Surviving shots contribute $\eta^N\cos N\phi$ to the mean parity. A remnant of $m\ge1$ photons from one arm contributes zero, because its counts are binomial with probability one half. The vacuum contributes $v=(1-\eta)^N$. The mean is $P=\eta^N\cos N\phi+v$, and the outcome probabilities are $(1\pm P)/2$, so

$$F=\frac{(\partial_\phi P)^2}{1-P^2}.$$

At the steepest point of the fringe, $\cos N\phi=0$ and

$$F=\frac{N^2\eta^{2N}}{1-(1-\eta)^{2N}}.$$

Near the optimum the denominator is practically one. The loss factor is then $\eta^2$ per photon instead of $\eta$, and the ratio test turns at $0.81/0.19=4.3$. The optimum is five photons with $g=1.74\ \mathrm{rad^{-2}}$, half the value of number-resolving detection. With this detector the tie between nine and ten is lost, because it cannot tell intact shots from damaged ones.

## Is a NOON state the best state?

The tie is a statement about NOON states. To see whether other ten-photon states do better, use

$$2\,\mathrm{Tr}(L'\partial_\phi\rho)-\mathrm{Tr}(\rho L'^2)=\mathrm{Tr}(\rho L^2)-\mathrm{Tr}\!\left[\rho(L'-L)^2\right],$$

which follows by inserting the definition of $L$ and completing the square. For a given input state the left side is largest at $L'=L$, where it equals the quantum Fisher information. For a fixed $L'$ it is an expectation value in the input state, so the best input is the eigenvector with the largest eigenvalue. Repeating the two steps in turn cannot lower the information.

At $\eta=0.9$ this search found a state with $F=36.0\ \mathrm{rad^{-2}}$, against 34.9 for the ten-photon NOON state. NOON states are therefore not optimal here. The improvement found is 3.3 percent; it is a lower bound on what is possible with ten photons, since the search does not prove a global maximum. It also does not limit what other states can gain per photon in larger groups.

## Worked example: a step in fused silica

A step of height $t=100$ nm is etched on a fused-silica plate. Take an index $n_s=1.45$ at the wavelength $\lambda=810$ nm, a rough typical value. Both arms cross the plate, one through the higher terrace, where silica replaces air over the height $t$. The extra phase is

$$\phi=\frac{2\pi(n_s-1)t}{\lambda}=\frac{100\ \mathrm{nm}}{286.5\ \mathrm{nm/rad}}=0.349\ \mathrm{rad}.$$

A budget of 90 000 photons allows 10 000 shots with $N=9$ or 9000 shots with $N=10$. On average 3874 and 3138 shots survive intact. The smaller number of ten-photon events is compensated by their steeper fringe, and in both cases

$$\sigma_\phi=\frac1{\sqrt{90\,000\times3.487}}=1.79\ \mathrm{mrad},$$

$$\sigma_t=286.5\times0.001785=0.51\ \mathrm{nm}.$$

Single photons with the same budget give 3.51 mrad, or 1.01 nm.

These are Cramér–Rao limits, so it matters whether a real estimator reaches them at this number of shots. In 4000 simulated experiments for each $N$, held at the steepest point of the fringe, the phase was obtained from the even–odd contrast of the intact events. The standard errors were 1.75 mrad for nine photons and 1.78 mrad for ten. They agree with 1.79 mrad within a few percent; the sampling error of each is about 1 percent.

The operating point needs care. For this step $9\phi=\pi$, which is an extremum of the fringe in the beam-splitter convention used above. An adjustable bias phase must move the interferometer to a slope. The fringe repeats every 200 nm of height for nine photons and every 180 nm for ten. Because a cosine takes each value twice per period, a measurement at a single bias phase requires that the height is already known to lie within one half-period, 100 or 90 nm wide. A second bias setting can remove this twofold ambiguity, but not the repetition from period to period.

## The model beside a real instrument

Each uncoated silica surface reflects $R=[(n_s-1)/(n_s+1)]^2=0.034$, so two surfaces transmit $(1-R)^2=0.934$. A total of 0.90 leaves 0.964 for all other optics and the detectors together, which is demanding. An additional efficiency of 0.95 in both arms lowers $\eta$ to 0.855 and the optimum to six photons. The greater departure from practice is the source: demonstrated optical NOON states have contained a few photons, so nine or ten is far from typical, and the preparation losses left out here could outweigh the calculated gain.

The plate is assumed to be wedged, so that multiply reflected beams leave the interferometer. Any thickness difference that the wedge adds between the arms must be measured before etching and subtracted: a wedge of 0.1°, which tilts the first multiply reflected beam by about 5 mrad from the direct one, adds 1.7 µm over a beam separation of 1 mm, far more than the step itself. A change of 0.3 µm in the beam separation along the wedge already shifts the inferred height by 0.5 nm, as much as the statistical error. In a parallel plate the reflected beams would multiply the transmitted field by $1/(1-Re^{2i\delta})$, with $\delta$ the phase of one pass. The denominator lies on a circle of radius $R$ around one, so its phase is at most $\arcsin R$ in magnitude. The error in the difference between the terraces is bounded by $2\arcsin R=67$ mrad, or 19 nm. This bound is nearly forty times the statistical error, so such reflections must be removed or modelled.

An index error of 0.001 changes the inferred height by the fraction $0.001/0.45$, which is 0.22 nm. More photons do not reduce it. The rounded 1.45 used above is itself about 0.003 below the Sellmeier value for fused silica at 810 nm, 1.453. Used in a real measurement it would bias the height by 0.7 nm, more than the statistical error. A wavelength spread of 1 nm, with dispersion neglected, spreads the phase of the step by $\phi/810=0.43$ mrad. Treated as jitter common to all photons of a shot, this contribution of the step alone lowers the information from nine or ten photons by less than 0.01 percent. The extra 1.7 µm from the wedge also dephases, and subtracting the measured thickness does not undo that. If this path difference is not compensated, the loss rises to 0.5–0.7 percent, or to about 0.06 percent if the photons' wavelengths vary independently.

Within the ideal model the two choices are equal in precision per photon. Nine photons have the wider unambiguous range and suffer less from jitter and unequal arms; ten need fewer shots. A one percent change in the transmission changes the ratio $g(10)/g(9)=10\eta/9$ by one percent, which breaks the tie in one direction or the other. The numerical output lists the values on both sides of the maximum.

## Table of computed values

```
Transmission of each arm: 0.90
Continuous maximum -1/ln(eta): 9.491 photons
N= 1: survival 0.9000, F 0.9000 rad^-2, F/N 0.900000 rad^-2
N= 5: survival 0.5905, F 14.7623 rad^-2, F/N 2.952450 rad^-2
N= 7: survival 0.4783, F 23.4365 rad^-2, F/N 3.348078 rad^-2
N= 8: survival 0.4305, F 27.5499 rad^-2, F/N 3.443738 rad^-2
N= 9: survival 0.3874, F 31.3811 rad^-2, F/N 3.486784 rad^-2
N=10: survival 0.3487, F 34.8678 rad^-2, F/N 3.486784 rad^-2
N=11: survival 0.3138, F 37.9711 rad^-2, F/N 3.451917 rad^-2
N=12: survival 0.2824, F 40.6699 rad^-2, F/N 3.389154 rad^-2
Photon numbers that tie: 9 and 10
Exact common F/N: 3.486784401 rad^-2
Gain in F/N over N=1: 3.874
Winner at eta=0.895: 9 photons
Winner at eta=0.905: 10 photons
Tie at eta=0.800: [4, 5] photons
Arms 0.91/0.89, N=9: F/N 3.46749 rad^-2
Arms 0.91/0.89, N=10: F/N 3.46323 rad^-2
Parity only, best N: 5 photons
Parity only, best F/N: 1.7434 rad^-2
Better 10-photon state found: F 36.014 rad^-2
Better 10-photon state found: F/N 3.6014 rad^-2
Wavelength: 810 nm; index: 1.45
Step height: 100 nm; phase: 0.3491 rad
Height per unit phase: 286.48 nm/rad
Photon budget: 90000; shots: 10000 (N=9), 9000 (N=10)
Mean surviving shots: 3874 (N=9), 3138 (N=10)
Phase standard error, N=9 or 10: 1.7851 mrad
Simulated standard error, N=9: 1.7532 mrad
Simulated standard error, N=10: 1.7761 mrad
Height standard error, N=9 or 10: 0.5114 nm
Phase standard error, N=1: 3.5136 mrad
Height standard error, N=1: 1.0066 nm
Height period of fringe, N=9: 200.0 nm
Height period of fringe, N=10: 180.0 nm
Surface reflectance: 0.0337
Two-surface plate transmission: 0.9337
Transmission left for other parts: 0.9639
Parallel-plate phase error bound: 67.48 mrad
Parallel-plate height error bound: 19.33 nm
Index error 0.001 gives height error: 0.222 nm
Bandwidth 1.0 nm gives phase spread: 0.431 mrad
Extra efficiency 0.95: total eta 0.855, best N 6
Phase jitter 50 mrad rms: best N 7
Best F/N with that jitter: 2.9621 rad^-2
F/N with that jitter: 2.8476 (N=9), 2.7155 (N=10) rad^-2
```
